# Why narrow nongrowth lines form fewer dimers between absorbing edges: verification in Python

```python
"""
Result under test: on a nongrowth line of width w with absorbing edges,
  mean adatom density          <n> = F w^2 / (12 D)
  dimer formation per area     R   = sigma(w) F^2 w^4 / (120 D)
with sigma(w) a capture number that falls as 2 pi / (ln(w/a) + const).
F: adatom arrival rate per area; D = h a^2: diffusion coefficient;
h: hop rate to each of four neighbours; a: site spacing.
Lattice tests use a = h = F = 1 and width N sites (sinks at 0 and N).
A dimer forms when two adatoms become nearest neighbours.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import spsolve


def lattice_density(N, exit_factor=1.0, loss=0.0):
    """Steady density from the site balance equations, sites 1..N-1."""
    L = N - 1
    A = (2 + loss) * np.eye(L) - np.eye(L, k=1) - np.eye(L, k=-1)
    A[0, 0] = A[-1, -1] = 1 + exit_factor + loss
    return np.linalg.solve(A, np.ones(L))


def strip_modes(N):
    j = np.arange(1, N)
    phi = np.sqrt(2 / N) * np.sin(np.pi * np.outer(j, j) / N)
    return phi, 2 * (1 - np.cos(np.pi * j / N))


def parabola(N):
    x = np.arange(1, N)
    return x * (N - x) / 2


def dimer_rate_per_row(N):
    """Dilute pair equation with sinks on all nearest-neighbour pairs."""
    phi, eps = strip_modes(N)
    L = N - 1
    E = (eps[:, None] + eps[None, :]).ravel()
    root = np.sqrt(E * (E + 8))
    z = (E + 4 - root) / 4          # decay per row of separation along line
    along = (phi[:, :, None] * phi[:, None, :]).reshape(L, -1)
    across = (phi[:-1, :, None] * phi[1:, None, :]).reshape(L - 1, -1)
    G11 = (along * ((1 + z**2) / root)) @ along.T
    G12 = 2 * (along * (z / root)) @ across.T
    weighted = across / root
    G22 = weighted @ across.T
    swapped = (phi[1:, :, None] * phi[:-1, None, :]).reshape(L - 1, -1)
    G22 += weighted @ swapped.T
    n = parabola(N)
    free_pairs = np.concatenate([n**2, n[:-1] * n[1:]])
    sinks = np.linalg.solve(np.block([[G11, G12], [G12.T, G22]]), free_pairs)
    return sinks.sum()              # two ordered pairs per dimer, two members


def capture_number(N):
    return dimer_rate_per_row(N) / np.sum(parabola(N)**2)


def walker_dimer_rate(N, reach, samples, rng):
    """A new adatom lands while an older one is present; follow both."""
    n = lattice_density(N)
    x1 = rng.choice(np.arange(1, N), size=samples, p=n / n.sum())
    x2 = rng.integers(1, N, samples)
    y = rng.integers(-reach, reach + 1, samples)
    move1 = np.array([1, -1, 0, 0, 0, 0, 0, 0])
    move2 = np.array([0, 0, 0, 0, 1, -1, 0, 0])
    movey = np.array([0, 0, 1, -1, 0, 0, 1, -1])
    met = 0
    while x1.size:
        inside = (x1 > 0) & (x1 < N) & (x2 > 0) & (x2 < N)
        touching = inside & (np.abs(x1 - x2) + np.abs(y) == 1)
        met += np.count_nonzero(touching)
        keep = inside & ~touching
        x1, x2, y = x1[keep], x2[keep], y[keep]
        r = rng.integers(0, 8, x1.size)
        x1, x2, y = x1 + move1[r], x2 + move2[r], y + movey[r]
    return n.sum() * (N - 1) * (2 * reach + 1) * met / samples


def pulse_integral(theta):
    """Time integral of <n^2> over pulse and purge; w = D = F = 1."""
    k = np.arange(1, 4001, 2)
    kappa = (np.pi * k)**2
    bracket = theta + np.expm1(-kappa * theta) / kappa
    return np.sum(8 / (np.pi * k)**2 / kappa**2 * bracket)


def pulse_integral_stepped(theta, m=200, steps=4000):
    """Same integral, and that of <n>, by stepping the diffusion equation."""
    L = m - 1
    A = m**2 * (np.eye(L, k=1) + np.eye(L, k=-1) - 2 * np.eye(L))
    n = np.zeros(L)
    total_sq = total = 0.0
    for duration, source in ((theta, 1.0), (0.6, 0.0)):
        dt = duration / steps
        left = np.linalg.inv(np.eye(L) - dt / 2 * A)
        step = left @ (np.eye(L) + dt / 2 * A)
        push = left @ np.full(L, dt * source)
        for _ in range(steps):
            new = step @ n + push
            total_sq += dt * (n @ n + new @ new) / (2 * m)
            total += dt * (n.sum() + new.sum()) / (2 * m)
            n = new
    return total_sq, total


def trap_rates(N):
    """Adatom capture rate of one trap site, for each position on the line."""
    phi, eps = strip_modes(N)
    g = (phi**2) @ (1 / np.sqrt(eps * (eps + 4)))
    return parabola(N) / g


def trap_number(N):
    return trap_rates(N).mean() / parabola(N).mean()


def desorption_factors(u):
    """<n> and <n^2> relative to no desorption; u = w / (2 lambda)."""
    t = np.tanh(u) / u
    mean = 3 / u**2 * (1 - t)
    square = 7.5 / u**4 * (1 - 1.5 * t + 0.5 / np.cosh(u)**2)
    return mean, square


def barrier_factors(q):
    """Same ratios for an edge barrier; q = barrier length / w."""
    return 1 + 6 * q, 1 + 10 * q + 30 * q**2


def close(value, target, tolerance):
    return abs(value / target - 1) < tolerance


# ---- density profile, with and without desorption and edge barrier
for N in (50, 100, 200):
    n = lattice_density(N)
    assert close(n.sum() / N, N**2 / 12, 1e-3)
    assert close((n**2).sum() / N, N**4 / 120, 1e-3)
for N, decay_length in ((200, 400.0), (200, 60.0), (400, 40.0)):
    n = lattice_density(N, loss=1 / decay_length**2)
    f1, f2 = desorption_factors(N / (2 * decay_length))
    # the lattice sum differs from the continuum at order (1/length)^2
    assert close(n.sum() / N, f1 * N**2 / 12, 2e-3)
    assert close((n**2).sum() / N, f2 * N**4 / 120, 2e-3)
for exit_factor in (0.3, 0.02):
    N = 400
    n = lattice_density(N, exit_factor=exit_factor)
    f1, f2 = barrier_factors((1 / exit_factor - 1) / N)
    # end sites shift the continuum result by order 1/N
    assert close(n.sum() / N, f1 * N**2 / 12, 0.01)
    assert close((n**2).sum() / N, f2 * N**4 / 120, 0.015)

# ---- pair encounters against random walks (statistical error below 1 %)
rng = np.random.default_rng(7)
walk_rate = walker_dimer_rate(12, 30, 400000, rng)
pair_rate = dimer_rate_per_row(12)
assert close(walk_rate, pair_rate, 0.03)

# ---- logarithmic fall of the capture number
sites = (50, 100, 200)
sigma = {N: capture_number(N) for N in sites}
log_slope = (1 / sigma[200] - 1 / sigma[100]) / np.log(2)
# the next term of the large-width expansion is of order 1/log^2
assert close(2 * np.pi * log_slope, 1, 0.12)
exponents = [4 + np.log2(sigma[2 * N] / sigma[N]) for N in (50, 100)]
assert 3.5 < exponents[0] < exponents[1] < 4

# ---- pulses: general formula, short-pulse and long-pulse limits
stepped = {th: pulse_integral_stepped(th) for th in (0.002, 0.05, 5.0)}
for th, (square, mean) in stepped.items():
    assert close(square, pulse_integral(th), 0.01)
    assert close(mean, th / 12, 0.01)
assert close(stepped[0.002][0], 0.002**2 / 24, 0.02)
assert close(stepped[5.0][0], 5.0 / 120, 0.03)

# ---- trap capture against a two-dimensional sparse solution
N, rows, x_trap = 20, 161, 7
L = N - 1
line = sparse.diags([-1, 2, -1], [-1, 0, 1], shape=(L, L))
ring = sparse.lil_matrix(sparse.diags([-1, 2, -1], [-1, 0, 1],
                                      shape=(rows, rows)))
ring[0, rows - 1] = ring[rows - 1, 0] = -1
grid = sparse.kron(sparse.eye(rows), line) + sparse.kron(ring, sparse.eye(L))
sink = np.zeros(rows * L)
site = (rows // 2) * L + x_trap - 1
sink[site] = 1e7
field = spsolve((grid + sparse.diags(sink)).tocsc(), np.ones(rows * L))
assert close(sink[site] * field[site], trap_rates(N)[x_trap - 1], 1e-3)

# ---- worked example (nm, s, eV)
T, a, attempt = 500.0, 0.3, 1e13
E_diff, E_des, E_bond, E_edge = 0.70, 1.30, 1.00, 0.05
F, pulse, cycle, cycles = 2e-4, 1.0, 6.0, 100
kT = const.k * T / const.e
hop = attempt / 4 * np.exp(-E_diff / kT)
D = hop * a**2
tau = np.exp(E_des / kT) / attempt
lam = np.sqrt(D * tau)
ell = a * np.expm1(E_edge / kT)

print(f"temperature {T:.0f} K, kT {kT:.5f} eV")
print(f"site spacing {a} nm, attempt rate {attempt:.0e} 1/s")
print(f"diffusion barrier {E_diff:.2f} eV")
print(f"desorption barrier {E_des:.2f} eV")
print(f"adatom supply F {F:.1e} 1/(nm^2 s)")
print(f"pulse {pulse:.0f} s, cycle {cycle:.0f} s, cycles {cycles}")
print(f"hop rate per direction {hop:.3e} 1/s")
print(f"diffusion coefficient D {D:.3e} nm^2/s")
print(f"<n^2>/<n>^2 from lattice {200*(lattice_density(200)**2).sum()/lattice_density(200).sum()**2:.4f}")

mean_n, rate, total = {}, {}, {}
for N in sites:
    w = N * a
    mean_n[N] = F * w**2 / (12 * D)
    rate[N] = sigma[N] * F**2 * w**4 / (120 * D)
    total[N] = rate[N] * pulse * cycles
    print(f"w {w:.0f} nm: mean density {mean_n[N]:.3e} 1/nm^2")
    print(f"  capture number sigma {sigma[N]:.3f}")
    print(f"  dimer rate {rate[N]:.3e} 1/(nm^2 s)")
    print(f"  dimers after all cycles {total[N]*1e14:.3e} 1/cm^2")
    print(f"  dimers per um of line {total[N]*w*1000:.4f}")
print(f"density ratio 60/30 nm {mean_n[200]/mean_n[100]:.2f}")
print(f"dimer ratio 30/15 nm {rate[100]/rate[50]:.2f}")
print(f"dimer ratio 60/30 nm {rate[200]/rate[100]:.2f}")
print(f"exponent 15-30 nm {exponents[0]:.3f}, 30-60 nm {exponents[1]:.3f}")
print(f"2 pi d(1/sigma)/d ln w, 30-60 nm: {2*np.pi*log_slope:.3f}")
print(f"pair test, 12 sites: walks {walk_rate:.1f}, equation {pair_rate:.1f} (F^2/h)")

print(f"desorption time {tau:.3f} s, length {lam:.1f} nm")
for N in (100, 200):
    w = N * a
    f1, f2 = desorption_factors(w / (2 * lam))
    theta = D * pulse / w**2
    g1, g2 = barrier_factors(ell / w)
    print(f"w {w:.0f} nm: drain time {1000*w**2/(np.pi**2*D):.2f} ms")
    print(f"  desorption factors: density {f1:.4f}, dimers {f2:.4f}")
    print(f"  pulse factor on dimers {120*pulse_integral(theta)/theta:.4f}")
    print(f"  edge barrier factors: density {g1:.3f}, dimers {g2:.3f}")
    print(f"  adatom fraction lost to dimers {2*rate[N]/F:.2e}")
    caught = trap_number(N) * total[N] * w**2 / 12
    print(f"  fraction caught by earlier nuclei at end {caught:.2e}")
print(f"edge barrier {E_edge:.2f} eV, barrier length {ell:.3f} nm")
print(f"width with drain time = pulse {np.pi*np.sqrt(D*pulse):.0f} nm")
w_loss = (60 * D / (sigma[200] * F))**0.25
print(f"width where dimers would take all adatoms, rough {w_loss:.0f} nm")

w30 = 100 * a
sigma_trap = trap_number(100)
trap_cross = rate[100] / (sigma_trap * D * mean_n[100])
print(f"trap capture number, 30 nm {sigma_trap:.3f}")
print(f"trap density equal to dimers, 30 nm {trap_cross*1e14:.2e} 1/cm^2")
growth_time = cycle / pulse / (sigma_trap * D * mean_n[100])
break_rate = attempt * np.exp(-(E_diff + E_bond) / kT)
print(f"time for a dimer to catch an adatom, 30 nm {growth_time:.0f} s")
print(f"dimer bond {E_bond:.2f} eV: breakup chance in that time {-np.expm1(-break_rate*growth_time):.4f}")
E_mobile = kT * np.log(attempt / 4 * a**2 * np.pi**2 * growth_time / w30**2)
print(f"dimers escape first if their barrier is below {E_mobile:.2f} eV")
print(f"dimer factor if diffusion barrier is 0.05 eV higher {np.exp(0.05/kT):.2f}")
print("all tests passed")
```

Output:

```
temperature 500 K, kT 0.04309 eV
site spacing 0.3 nm, attempt rate 1e+13 1/s
diffusion barrier 0.70 eV
desorption barrier 1.30 eV
adatom supply F 2.0e-04 1/(nm^2 s)
pulse 1 s, cycle 6 s, cycles 100
hop rate per direction 2.199e+05 1/s
diffusion coefficient D 1.979e+04 nm^2/s
<n^2>/<n>^2 from lattice 1.2001
w 15 nm: mean density 1.895e-07 1/nm^2
  capture number sigma 1.904
  dimer rate 1.624e-09 1/(nm^2 s)
  dimers after all cycles 1.624e+07 1/cm^2
  dimers per um of line 0.0024
w 30 nm: mean density 7.579e-07 1/nm^2
  capture number sigma 1.575
  dimer rate 2.149e-08 1/(nm^2 s)
  dimers after all cycles 2.149e+08 1/cm^2
  dimers per um of line 0.0645
w 60 nm: mean density 3.032e-06 1/nm^2
  capture number sigma 1.342
  dimer rate 2.930e-07 1/(nm^2 s)
  dimers after all cycles 2.930e+09 1/cm^2
  dimers per um of line 1.7578
density ratio 60/30 nm 4.00
dimer ratio 30/15 nm 13.23
dimer ratio 60/30 nm 13.64
exponent 15-30 nm 3.726, 30-60 nm 3.769
2 pi d(1/sigma)/d ln w, 30-60 nm: 0.998
pair test, 12 sites: walks 6794.9, equation 6813.8 (F^2/h)
desorption time 1.269 s, length 158.5 nm
w 30 nm: drain time 4.61 ms
  desorption factors: density 0.9964, dimers 0.9928
  pulse factor on dimers 0.9954
  edge barrier factors: density 1.131, dimers 1.234
  adatom fraction lost to dimers 2.15e-04
  fraction caught by earlier nuclei at end 1.88e-04
w 60 nm: drain time 18.43 ms
  desorption factors: density 0.9859, dimers 0.9716
  pulse factor on dimers 0.9816
  edge barrier factors: density 1.066, dimers 1.113
  adatom fraction lost to dimers 2.93e-03
  fraction caught by earlier nuclei at end 9.06e-03
edge barrier 0.05 eV, barrier length 0.657 nm
width with drain time = pulse 442 nm
width where dimers would take all adatoms, rough 258 nm
trap capture number, 30 nm 1.164
trap density equal to dimers, 30 nm 1.23e+08 1/cm^2
time for a dimer to catch an adatom, 30 nm 344 s
dimer bond 1.00 eV: breakup chance in that time 0.0248
dimers escape first if their barrier is below 1.18 eV
dimer factor if diffusion barrier is 0.05 eV higher 3.19
all tests passed
```
